# Charge states competing for crystal sites, from dilution to saturation, part 2

A crystal of volume \(V\) has \(M\) equivalent sites, so the site density is \(N=M/V\). Each site is in its nondegenerate host state or holds one impurity in one charge state \(q\), where \(q=+1\) means one electron fewer than in the neutral state. Reservoirs set the temperature \(T\) and the chemical potentials. The impurities interact only by excluding one another from a site. We seek their mean concentrations. Energies are in eV and lengths in Å.

Part (a) gave the formation free energy \(G_q\) and the weight \(w_q\) relative to the host state:

\[
A_q=D_q-\mu_X^0+\mu_H+qE_v,
\qquad
G_q=A_q+qE_F-\Delta\mu ,
\]

\[
w_q=g_q\exp\left(-\frac{G_q}{k_BT}\right).
\]

Here \(D_q\) is the free energy of creating one impurity at a given site, before the reservoir terms. The Fermi level \(E_F\) is measured from the valence-band edge \(E_v\), and \(g_q\) counts internal states of equal free energy. The chemical potentials are \(\mu_H\) for host atoms and \(\mu_X=\mu_X^0+\Delta\mu\) for impurity atoms. The shift \(\Delta\mu\) is also called the drive.

With \(W=\sum_q w_q\), part (b) counted the arrangements of \(n_q\) impurities in each state, \(n=\sum_q n_q\) in total, and summed their weights:

\[
\Omega(\{n_q\})=
\frac{M!}{(M-n)!\,\prod_q n_q!},
\qquad
\Xi=(1+W)^M .
\]

Part (c) gave the site fractions and concentrations, and checked the fractions against a direct microstate sum for six sites:

\[
\theta_r=\frac{w_r}{1+W},
\qquad
c_r=N\theta_r,
\qquad
\theta=\sum_r\theta_r=\frac{W}{1+W}.
\]

Part (d) obtained the same fractions by minimizing the grand potential per site \(\phi\), which is strictly convex for constant \(G_q\):

\[
\frac{\phi}{k_BT}=
\sum_q\theta_q\frac{G_q}{k_BT}
+\sum_q\theta_q\ln\frac{\theta_q}{g_q}
+(1-\theta)\ln(1-\theta).
\]

The stationary condition is \(\theta_r/(1-\theta)=w_r\).

Part (e) removed exclusion, which gives the dilute law \(c_q^{\rm dil}=Nw_q\), too high by the factor \(1+W\). For an elemental host that can gain or lose sites, it also gave \(\mu_H=\mu_H^0+k_BT\ln(1-\theta)\), with \(\mu_H^0\) the pure-host value.

### (f) Filling the sites at a fixed Fermi level

**Question.** Keep \(T\) and \(E_F\) fixed and raise \(\Delta\mu\). Where is half of the site supply used, and what limit does each charge state approach?

**Solution.** The shift \(\Delta\mu\) multiplies every weight by the same factor. Collect the rest in an effective free energy \(F\), defined by

\[
e^{-F/k_BT}=\sum_q g_q
e^{-(A_q+qE_F)/k_BT}.
\]

Then \(W=e^{(\Delta\mu-F)/k_BT}\). Dividing the numerator and denominator of \(W/(1+W)\) by \(W\) gives

\[
\theta=\frac{1}{1+e^{(F-\Delta\mu)/k_BT}} .
\]

Half of the sites are filled at \(\Delta\mu=F\). Well below this value, \(\theta\simeq e^{-(F-\Delta\mu)/k_BT}\), which is the dilute law. Well above it, \(1-\theta\simeq e^{-(\Delta\mu-F)/k_BT}\), so the remaining host sites become dilute instead. The curve has the form of a Fermi function because a site is either filled or not. Here this follows from site exclusion between atoms.

Among the impurities, the share in charge state \(q\) is

\[
p_q=\frac{\theta_q}{\theta}=\frac{w_q}{W}.
\]

The denominator \(1+W\) has cancelled, so exclusion does not alter the shares at given \(E_F\) and \(T\). The common factor \(e^{\Delta\mu/k_BT}\) cancels as well, so the shares do not change during filling. Consequently

\[
c_q\longrightarrow Np_q
\qquad(\Delta\mu\to\infty).
\]

The total approaches the site density, while each charge state approaches its own share of it. The limit refers to the difference \(\mu_X-\mu_H\). For an elemental host that can gain or lose sites, it is reached because \(\mu_H\) falls, while the shift of \(\mu_X\) alone stays below the value of \(F\) computed with the pure-host \(\mu_H\). In a real material, competing phases usually limit \(\mu_X\) further.

The shares do depend on the Fermi level. For two states \(q\) and \(r\),

\[
\frac{c_q}{c_r}
=\frac{g_q}{g_r}
\exp\left[-\frac{A_q-A_r+(q-r)E_F}{k_BT}\right].
\]

At the Fermi level where \(G_q=G_r\), the concentrations have the ratio \(g_q/g_r\). They are equal there if the degeneracies are equal.

A fixed Fermi level is a condition on the rest of the crystal. The impurities carry the charge density \(\sum_qqc_q\), which carriers and other defects must compensate. If the supply of compensating charge does not keep pace with the filling, \(E_F\) moves and the shares move with it. For a macroscopic crystal, \(E_F\) is then found from charge neutrality and inserted in the same formulas.

### (g) Competition between charge states

**Question.** How does each site fraction respond when the formation free energy of one charge state is changed, with the Fermi level held fixed? Compare the response with that of the dilute law.

**Solution.** Changing \(G_r\) affects one weight and the sum:

\[
\frac{\partial w_q}{\partial G_r}
=-\frac{\delta_{qr}w_q}{k_BT},
\qquad
\frac{\partial W}{\partial G_r}
=-\frac{w_r}{k_BT}.
\]

The quotient rule applied to \(\theta_q=w_q/(1+W)\) gives

\[
\begin{aligned}
\frac{\partial\theta_q}{\partial G_r}
&=\frac{1}{1+W}\frac{\partial w_q}{\partial G_r}
-\frac{w_q}{(1+W)^2}\frac{\partial W}{\partial G_r}\\
&=-\frac{\delta_{qr}\theta_q}{k_BT}
+\frac{\theta_q\theta_r}{k_BT}
=-\frac{\theta_q(\delta_{qr}-\theta_r)}{k_BT}.
\end{aligned}
\]

For \(q=r\) the response is negative: a state becomes more abundant when its own formation free energy falls. For \(q\ne r\) it is positive: at fixed \(E_F\), stabilizing state \(r\) lowers the concentration of state \(q\). If neutrality sets \(E_F\), this sign can reverse, as part (h) shows. The dilute law gives \(-\delta_{qr}w_q/k_BT\), which contains no such competition. All nine elements of this response were tested against finite differences of the microstate sum for the main case below.

Summing over \(q\) gives the response of the total:

\[
\frac{\partial\theta}{\partial G_r}
=-\frac{\theta_r(1-\theta)}{k_BT}.
\]

Near saturation the factor \(1-\theta\) is small, so stabilizing one state adds few new impurities. The gain of state \(r\) is proportional to \(1-\theta_r=(1-\theta)+(\theta-\theta_r)\), where the first term comes from host sites and the second from the other charge states. Conversion therefore dominates when the other charge states together hold many more sites than remain in the host state.

### (h) A numerical case

**Question.** A model impurity has the charge states \(+1\), \(0\) and \(-1\), with \(A=(0.4,1.0,1.7)\) eV and \(g=(1,2,1)\) in this order. Take \(k_BT=0.1\) eV, \(E_F=0.6\) eV and \(N=0.02\) Å\(^{-3}\). Find the drive for half filling and the concentrations at \(\Delta\mu=1.0\) eV. Then examine what happens if exclusion is applied to each charge state separately, and if the \(+1\) state is stabilized by 0.1 eV.

**Solution.** These are round model values and describe no particular material. At \(\Delta\mu=0\) the formation free energies are

\[
\begin{aligned}
G_{+1}&=0.4+0.6=1.0\ \text{eV},\\
G_0&=1.0\ \text{eV},\\
G_{-1}&=1.7-0.6=1.1\ \text{eV}.
\end{aligned}
\]

The sum of weights is \(e^{-10}+2e^{-10}+e^{-11}=3.368\,e^{-10}=1.53\times10^{-4}\). Hence

\[
F=1.0-0.1\ln3.368=0.879\ \text{eV}.
\]

This is the drive for half filling, and a root search on the microstate sum gave the same value. The dilute law is 1% too high when \(W=0.01\), that is, at

\[
\Delta\mu=F+k_BT\ln0.01
=0.879-0.461=0.418\ \text{eV}.
\]

At \(\Delta\mu=1.0\) eV the formation free energies are 0, 0 and 0.1 eV. The weights are \(1\), \(2\) and \(e^{-1}=0.368\), so \(W=3.368\) and \(1+W=4.368\). The site fractions follow:

\[
\begin{aligned}
\theta_{+1}&=1/4.368=0.229,\\
\theta_0&=2/4.368=0.458,\\
\theta_{-1}&=0.368/4.368=0.084.
\end{aligned}
\]

Their sum is \(0.771\). Multiplication by \(N\) gives a total of \(0.0154\) Å\(^{-3}\), or \(1.54\times10^{22}\) cm\(^{-3}\). The dilute law gives \(0.0674\) Å\(^{-3}\), which is 3.37 times the site density and 4.37 times the result with exclusion.

The net charge of this case is \(N(0.229-0.084)=2.9\times10^{21}\) elementary charges per cm\(^3\), at a temperature of about 1160 K. With a parabolic band of free-electron mass, electrons reach this density only with the Fermi level about 0.7 eV above the conduction-band edge. Holding \(E_F=0.6\) eV inside a gap therefore presumes a comparable density of other compensating defects. Without them the impurities compensate one another: \(\theta_{+1}=\theta_{-1}\) gives \(0.4+E_F=1.7-E_F\), so \(E_F=0.65\) eV, with shares \(0.189\), \(0.622\) and \(0.189\) and a total fraction of \(0.763\).

The neutral state is twice as abundant as the \(+1\) state although their formation free energies are equal. The factor 2 is the ratio of their degeneracies, \(g_0/g_{+1}\).

Applying exclusion to each charge state separately means using \(w_q/(1+w_q)\). This corresponds to the site factor \(\prod_q(1+w_q)\). For two states it is \((1+a)(1+b)=1+a+b+ab\), and the term \(ab\) places both on one site. In the present case the fractions would be \(0.500\), \(0.667\) and \(0.269\), with the impossible sum \(1.44\). As the drive increases, each fraction tends to 1 and the sum tends to 3, the number of charge states.

The table compares the total fractions. The drive is in eV.

| Drive | Dilute | Shared sites | Separate |
|---|---|---|---|
| 0.4 | 0.00835 | 0.00828 | 0.00832 |
| 0.8 | 0.456 | 0.313 | 0.380 |
| 1.0 | 3.37 | 0.771 | 1.44 |
| 1.2 | 24.9 | 0.961 | 2.55 |
| 1.6 | 1360 | 0.999 | 2.99 |

At a drive of 0.8 eV the dilute total is still below 1, so it does not look impossible. It is nevertheless 46% too high, relative to the result with shared sites.

Now lower \(G_{+1}\) by 0.1 eV at \(\Delta\mu=1.0\) eV. Its weight becomes \(e=2.718\), and the denominator becomes \(1+2.718+2+0.368=6.086\). The fractions change to \(0.447\), \(0.329\) and \(0.060\), with the sum \(0.836\). The \(+1\) state gains \(0.218\). Of this, \(0.153\) comes from the other two charge states and \(0.065\) from host sites. In the dilute law at fixed \(E_F\), the neutral and negative concentrations would not have changed. If instead the impurities must compensate one another, the same change moves \(E_F\) from 0.65 to 0.70 eV and the fractions from \(0.144\), \(0.475\), \(0.144\) to \(0.200\), \(0.400\), \(0.200\). The \(-1\) state then gains, and it does so in the dilute law as well.

The shares also depend on the Fermi level. With the original \(A_q\), the shares at \(E_F=0.6\) eV are \(0.297\), \(0.594\) and \(0.109\). Lowering \(E_F\) to 0.3 eV multiplies the \(+1\) weight by \(e^3\) and the \(-1\) weight by \(e^{-3}\). The shares become \(0.909\), \(0.090\) and \(0.001\). The numerical output below gives the remaining values.

### (i) Where the model fails

**Question.** At \(\Delta\mu=1.0\) eV about three quarters of the sites are filled. Which assumption needs attention, and how would the occupation law change in a mean-field treatment?

**Solution.** At this filling an impurity usually has other impurities on nearby sites. Strain, overlap of their electronic states and the forces between charges can then change its formation free energy. The values \(G_q\) of an isolated impurity no longer suffice.

In a mean-field treatment, the random-placement entropy of part (d) is kept, while \(\sum_q\theta_qG_q\) is replaced by a general function \(u(\{\theta_q\})\). The derivative with respect to \(\theta_r\) then contains

\[
\widetilde G_r=\frac{\partial u}{\partial\theta_r}
\]

in place of \(G_r\), and the stationary condition becomes

\[
\frac{\theta_r}{1-\theta}
=g_r\exp\left[-\frac{\widetilde G_r(\{\theta_q\})}{k_BT}\right].
\]

The fractions now appear on both sides and must be found self-consistently. There may be more than one solution, since the convexity shown in part (d) relied on constant \(G_q\). The solution with the lowest \(\phi\) is then the stable one among uniform states. The bound \(\theta<1\) survives, because it comes from the number of sites. The constant shares during filling need not survive, because interactions can shift the charge states by different amounts.

If interactions make the impurities order on the sites or form bound pairs, arrangements with the same numbers \(n_q\) no longer have equal weights, and the random-placement entropy is too large. If one defect blocks several sites, some of the arrangements counted in part (b) are not permitted at all. In these cases the partition function is no longer a product of one factor \(1+W\) per site.

## Computed results

```
kT = 0.10 eV; Fermi level = 0.60 eV
site density N = 0.020 1/A^3 = 2.00e+22 1/cm^3
state +1: A = 0.40 eV, g = 1
state 0: A = 1.00 eV, g = 2
state -1: A = 1.70 eV, g = 1
level (+1/0) = 0.60 eV, level (0/-1) = 0.70 eV
effective free energy F = 0.8786 eV
half-filling drive, enumerated = 0.8786 eV
drive for 1% dilute excess = 0.4181 eV
site fraction at that drive = 0.009901
Scan: drive (eV), then site fractions (no unit):
drive  dilute W    exact total  separate total
0.0  1.5290e-04  0.000153  0.000153
0.4  8.3481e-03  0.008279  0.008317
0.8  4.5579e-01  0.313089  0.379643
1.0  3.3679e+00  0.771056  1.435608
1.2  2.4885e+01  0.961368  2.548477
1.6  1.3587e+03  0.999265  2.989597
Main case: drive = 1.00 eV
state +1: G = 0.00 eV, w = 1.0000
  exact fraction = 0.2289, share = 0.2969
  separate fraction = 0.5000
  c = 4.5789e-03 1/A^3 = 4.579e+21 1/cm^3
state 0: G = 0.00 eV, w = 2.0000
  exact fraction = 0.4579, share = 0.5938
  separate fraction = 0.6667
  c = 9.1578e-03 1/A^3 = 9.158e+21 1/cm^3
state -1: G = 0.10 eV, w = 0.3679
  exact fraction = 0.0842, share = 0.1092
  separate fraction = 0.2689
  c = 1.6845e-03 1/A^3 = 1.684e+21 1/cm^3
host fraction = 0.2289
dilute/exact ratio 1+W = 4.3679
exact total = 1.5421e-02 1/A^3 = 1.542e+22 1/cm^3
dilute total = 6.7358e-02 1/A^3 = 6.736e+22 1/cm^3
Lower G(+1) by 0.1 eV; exact fractions (+1, 0, -1):
  0.4466, 0.3286, 0.0604
  new total fraction = 0.8357
Shares (+1, 0, -1) at Fermi level 0.30 eV:
  0.9087, 0.0905, 0.0008
Enumeration: 6 sites, 15625 microstates
largest fraction difference = 8.0e-14
minimum of phi/kT = -1.474278
```
